Bath hybridization under logarithmic discretization: Wilson's and Campo-Oliveira level energies

Q: Wilson's logarithmic discretization gives every energy interval of the bath its exact weight. I do not see how it can then get the hybridization wrong. What exactly is being discretized?

A: The bath lies on [−D, D], and energies are measured in D, so D = 1. It acts on the impurity only through

Δ(ζ) = ∫dε Γ(ε) / [π(ζ − ε)],

so that Im Δ(ω + i0) = −Γ(ω). Let Γ be even in ε, and constant until said otherwise. Take Λ > 1, L = ln Λ and a shift z in (0, 1]. The positive half band is cut into I₀ = [Λ^(−z), 1] and I_n = [a, Λa] with a = Λ^(−x), x = n + z, n ≥ 1; the negative half is the mirror image. Each interval is replaced by one level of energy ξ_n and coupling γ_n, which gives

Δ_z(ζ) = Σ_n γ_n² [1/(ζ − ξ_n) + 1/(ζ + ξ_n)],  γ_n² = ∫_{I_n} Γ dε/π.

The weight is exact, as you say. The energy is still to be fixed. On an interval [a, a + d] use the orthonormal functions e^(2πip(ε−a)/d)/√d with integer p. For constant Γ the impurity couples to a constant function of ε, that is to p = 0 alone. The bath Hamiltonian H multiplies by ε. With s = ε − a and k = p′ − p ≠ 0, integration by parts gives

(1/d)∫₀^d s e^(2πiks/d) ds = (1/d)[s d e^(2πiks/d)/(2πik)]₀^d − 0 = d/(2πik),

where the remaining integral vanishes because it runs over whole periods. Hence

H_pp′ = (a + d/2) δ_pp′ + (1 − δ_pp′) d/[2πi(p′ − p)].

Wilson's step drops all p ≠ 0, leaving ξ = H₀₀, the midpoint. For n ≥ 1, d = (Λ − 1)a and

ξ = c_W a,  c_W = (Λ + 1)/2.

For general Γ the coupled state has amplitude proportional to √Γ(ε), and the same step gives ξ = ∫εΓ dε/∫Γ dε.

Q: A set of delta peaks has no height. How do you compare it with Γ?

A: Slide the grid through one period and average:

Γ̄(ω) = π ∫₀¹dz Σ_n γ_n² δ(ω − ξ_n).

For n ≥ 1 weight and energy depend on n and z only through x = n + z, and the ranges (n, n + 1] join up, so ∫₀¹dz Σ_{n≥1} = ∫₁^∞dx. Suppose ξ = c Λ^(−x) with a constant c. Then dξ/dx = −Lξ, and πγ² = Γ(Λ − 1)Λ^(−x) = Γ(Λ − 1)ξ/c. Since ξ(x) is monotonic, the delta function gives 1/|dξ/dx|:

Γ̄(ω) = πγ²/|dξ/dx| = Γ(Λ − 1)ξ/(c L ξ) = Γ(Λ − 1)/(cL).

This holds on the range swept by x > 1, which is 0 < ω < c/Λ, provided the level of I₀ stays above that range; for Wilson's midpoint it does, since (1 + Λ^(−z))/2 ≥ (1 + 1/Λ)/2 = c_W/Λ. Inserting c_W,

Γ̄ = Γ · 2(Λ − 1)/[(Λ + 1)L] = Γ/A,  A = (L/2)(Λ + 1)/(Λ − 1),

for |ω| < (1 + 1/Λ)/2. The average over z has already been taken, so z-averaging does not remove A from Wilson's scheme. For Λ = 4, L = 1.386294 and A = 0.693147 × 5/3 = 1.155245, so Γ̄/Γ = 0.865617 below 0.625 D, which is 13.4 % below Γ.

Q: Is it always an underestimate, and how can it be one if no weight was lost?

A: Write ⟨…⟩ for the plain average over [a, Λa]. Then ⟨ε⟩ = c_W a and ⟨1/ε⟩ = L/[(Λ − 1)a], and their product is c_W L/(Λ − 1) = A. The Cauchy-Schwarz inequality applied to √ε and 1/√ε gives 1 = ⟨√ε · 1/√ε⟩² ≤ ⟨ε⟩⟨1/ε⟩, with equality only if the two functions are proportional, which fails on an interval of finite width. So A > 1 for every Λ > 1. Dividing numerator and denominator of (Λ + 1)/(Λ − 1) by Λ^(1/2) gives A = y coth y with y = L/2. Dividing cosh y = 1 + y²/2 + y⁴/24 by (sinh y)/y = 1 + y²/6 + y⁴/120, the y² coefficient is 1/2 − 1/6 = 1/3 and the y⁴ coefficient is 1/24 − 1/120 − (1/6)(1/3) = −1/45. Therefore

A = 1 + L²/12 − L⁴/720 + …,

which tends to 1 as Λ → 1. A is 1.01366, 1.03972, 1.09861 and 1.40714 for Λ = 1.5, 2, 3 and 10. At Λ = 4 the first two terms give 1.160151 against 1.155245.

The weight is not lost but placed too high. The levels n ≥ 1 carry Σ_{n≥1}πγ²/Γ = Λ^(−z), the length of [0, Λ^(−z)], whose z-average is

ω* = ∫₀¹Λ^(−z)dz = (1 − 1/Λ)/L.

In the true band this weight fills [0, ω*]. Wilson's energies spread it over [0, c_W/Λ], and c_W/Λ = Aω*. For Λ = 4, weight 0.54101 is spread over 0.625, and 0.54101/0.625 = 0.8656. What is missing at low energy sits in the window above c_W/Λ swept by the level of I₀. As derived below, it is piled up just above c_W/Λ, while close to the band edge Γ̄ is again below Γ.

Q: Then any smaller energy would improve matters. Why should the Campo-Oliveira choice be the right one and not a fit?

A: Their representative energy is

ξ = ∫Γ dε / ∫(Γ/ε) dε,

which for the flat band and n ≥ 1 is (Λ − 1)a/L, so

c_CO = (Λ − 1)/L = c_W/A.

Inserting it in Γ̄ = Γ(Λ − 1)/(cL) gives Γ̄ = Γ for |ω| < c_CO/Λ = ω*, and since Γ̄ is proportional to 1/c no other constant does so. For Λ = 4, c_CO = 3/1.386294 = 2.164043 against c_W = 2.5.

The same energy follows from treating the dropped states properly. The exact contribution of one interval to Δ(ζ) is γ²[(ζ − H)⁻¹]₀₀, and at ζ = 0 it is −γ²(H⁻¹)₀₀. Solve Hφ = e₀, where e₀ is the p = 0 unit vector, and call the block of all p ≠ 0 states R. The R rows read H_R0 φ₀ + H_RR φ_R = 0, so φ_R = −H_RR⁻¹H_R0 φ₀. The 0 row reads H₀₀φ₀ + H_0R φ_R = 1. Since φ₀ = (H⁻¹)₀₀,

1/(H⁻¹)₀₀ = H₀₀ − H_0R H_RR⁻¹ H_R0.

In the complete basis H⁻¹ multiplies by 1/ε, so the left side is 1/⟨1/ε⟩ = c_CO a. The Campo-Oliveira energy is Wilson's energy H₀₀ lowered by the level repulsion from the p ≠ 0 states, evaluated at zero frequency. The shift is negative because H_RR is positive definite on a positive interval. For general Γ, the coupled state √Γ gives (H⁻¹)₀₀ = ∫(Γ/ε)/∫Γ, which is the definition above.

Q: You invoke completeness of an infinite basis. Does the elimination converge when it is cut at |p| ≤ P?

A: It does, slowly and from above. Let φ* = H⁻¹e₀, g = (H⁻¹)₀₀ and F[φ] = 2Re⟨e₀|φ⟩ − ⟨φ|H|φ⟩. Putting φ = φ* − δ and using Hφ* = e₀, the terms linear in δ cancel:

F = 2g − 2Re⟨e₀|δ⟩ − g + 2Re⟨e₀|δ⟩ − ⟨δ|H|δ⟩ = g − ⟨δ|H|δ⟩.

The same identity inside the truncated space shows that the maximum of F there is the truncated g_P. So g_P ≤ g, g_P cannot fall as P grows, and the energy 1/g_P approaches c_CO a from above. Take a = 1, and as trial state the truncated Fourier series of φ*, whose coefficients f_p are those of 1/ε. With H ≤ Λ, g − g_P ≤ ΛΣ_{|p|>P}|f_p|². The periodic extension of 1/ε jumps by 1 − 1/Λ, so integration by parts gives |f_p| ≈ (1 − 1/Λ)/(2π|p|) at large p, and with Σ_{|p|>P}1/p² ≈ 2/P the bound is about Λ(1 − 1/Λ)²/(2π²P). For Λ = 4 the truncated energies are 2.31594, 2.16895 and 2.16466 in units of a for P = 1, 50 and 400, descending from 2.5 toward 2.16404. The numerical check asserts this ordering and, for the two larger P, the bound with a 10 % margin for its asymptotic form.

Q: All of this leans on the average over z. A single run has a single z. Is A a product of the averaging, and is the averaging needed to remove it?

A: Neither. On the imaginary axis a single z gives a smooth function. For ω > 0,

1/(iω − ξ) + 1/(iω + ξ) = 2iω/[(iω)² − ξ²] = −2iω/(ω² + ξ²).

With γ² = (Γ/π)(Λ − 1)ξ/c and 2ωξ/(ω² + ξ²) = 2/(ξ/ω + ω/ξ) = sech ln(ξ/ω), the levels n ≥ 1 give

−Im Δ_z(iω) = (Γ/π)[(Λ − 1)/c] Σ_n sech(t₀ − nL),  t₀ = ln(cΛ^(−z)/ω).

For ω ≪ 1 extend the sum to all integers n. The added terms n ≤ 0 have ξ ≥ c/Λ, each sech is below 2ω/ξ, and they form a convergent geometric series. The true level of I₀ contributes less than 2ωγ₀²/ξ₀² with ξ₀ ≥ c/Λ. The change is therefore O(Γω/D). The extended sum S(t₀) has period L, and its Fourier coefficients follow by joining the periods into the whole line:

s_k = (1/L)∫_{−∞}^{∞} sech t e^(−2πikt/L) dt.

To find J(q) = ∫sech t e^(iqt)dt, integrate round the rectangle between Im t = 0 and Im t = π. On the upper side cosh changes sign, e^(iqt) gains e^(−πq), and the direction is reversed, so the contour gives J(1 + e^(−πq)). The one pole inside, t = iπ/2, has residue e^(−πq/2)/sinh(iπ/2) = e^(−πq/2)/i. Hence J = 2πe^(−πq/2)/(1 + e^(−πq)) = π sech(πq/2), which is even in q. With q = 2πk/L,

−Im Δ_z(iω) = Γ[(Λ − 1)/(cL)] [1 + 2Σ_{k≥1} sech(π²k/L) cos(2πk t₀/L)] + O(Γω/D).

The continuum value is 2ω∫₀¹(Γ/π)dε/(ω² + ε²) = (2Γ/π)arctan(1/ω), which tends to Γ. The prefactor (Λ − 1)/(cL) is 1/A for Wilson and 1 for Campo-Oliveira at every z. With the weights fixed at their exact values, the energies alone decide whether A is present.

Q: Then what is z-averaging for?

A: It removes the bracket. Since t₀/L = ln(c/ω)/L − z, the k-th harmonic carries the phase e^(−2πikz). For z = j/N_z, j = 1, …, N_z, the mean (1/N_z)Σ_j e^(−2πikj/N_z) is a geometric sum equal to 1 if N_z divides k and 0 otherwise. The leading relative amplitude drops from 2sech(π²/L) to 2sech(π²N_z/L), and the continuous average leaves no harmonic. For Λ = 4 the amplitudes are 3.237 × 10⁻³ for k = 1 and 2.619 × 10⁻⁶ for k = 2. The second equals the k = 1 amplitude for Λ = 2, because 2π²/ln 4 = π²/ln 2. Two values of z at Λ = 4 thus give the ripple of Λ = 2, but Wilson's prefactor stays that of Λ = 4: explicit sums over one period of ln ω have mean 0.865617 for both N_z = 1 and N_z = 2, with half-ranges 2.80 × 10⁻³ (that is 0.8656 × 3.237 × 10⁻³) and 2.26 × 10⁻⁶. The Campo-Oliveira sums have mean 1.000000 and half-ranges 3.23 × 10⁻³ and 2.61 × 10⁻⁶, all in units of Γ. At Λ = 10 the single-z amplitude is 5.5 × 10⁻². On the real axis the average does more, since the continuous average is what turns delta peaks into the function Γ̄(ω); a finite N_z leaves a denser set of peaks.

Q: You keep attaching an upper limit ω*. What happens between ω* and the band edge?

A: There the first interval takes over, and its width changes with z, so the scaling argument does not apply. Put u = zL. The weight is πγ₀²/Γ = 1 − e^(−u) and ∫dε/ε = u, so the Campo-Oliveira energy is ξ₀ = (1 − e^(−u))/u, with

dξ₀/du = [u e^(−u) − (1 − e^(−u))]/u² = −[1 − (1 + u)e^(−u)]/u².

This is negative because e^u > 1 + u, so ξ₀ falls monotonically from 1 at z → 0 to ω* at z = 1. With dξ₀/dz = L dξ₀/du,

Γ̄/Γ = u²(1 − e^(−u)) / {L[1 − (1 + u)e^(−u)]}.

For small u the numerator is u³ and the bracket u²/2, so the ratio is 2u/L = 2z and vanishes at the edge. At u = L and Λ = 4 it is 1.386294 × 0.75/(1 − 2.386294/4) = 2.5772, a jump from 1 at ω*. The weight in the window is ∫₀¹(1 − Λ^(−z))dz = 1 − ω*, the width of the window, so the ratio averages to 1 over [ω*, 1] and only its shape is wrong. Binned levels, with a binning error of about 10⁻³, give 2.006, 0.978 and 0.220 in the windows [0.55, 0.65], [0.70, 0.80] and [0.88, 0.98]. The claim that the Campo-Oliveira scheme restores Γ is true for the flat band below ω* only, and ω* is 0.72135 D for Λ = 2 and 0.39087 D for Λ = 10.

Wilson's first level has ξ₀ = (1 + Λ^(−z))/2 and |dξ₀/dz| = LΛ^(−z)/2, so Γ̄/Γ = 2(1 − Λ^(−z))/(LΛ^(−z)) = 2(Λ^z − 1)/L, with Λ^(−z) = 2ω − 1. It also goes as 2z at the edge, and gives 1.482 and 0.242 in the upper two windows (binned levels give 1.482 and 0.243).

The Žitko-Pruschke scheme imposes Γ̄ = Γ as a differential equation, dξ/dx = −πγ²/Γ for the flat band. For n ≥ 1, integrating −(Λ − 1)Λ^(−x) with ξ → 0 at large x gives (Λ − 1)Λ^(−x)/L, the Campo-Oliveira energy again. For I₀, integrating −(1 − Λ^(−z)) from ξ₀ = 1 at z = 0 gives ξ₀ = 1 − z + (1 − Λ^(−z))/L, which meets ω* at z = 1. The binned ratio is then 1.000 in all three windows.

Q: In DMFT the bath is never flat. Does anything survive?

A: For a bath with Γ(0) > 0 and a finite slope, both results survive as ω → 0. Take Γ = Γ₀(1 + α|ε|) and work to first order in αa. On [a, Λa],

w = ∫Γ/Γ₀ = (Λ − 1)a + α(Λ² − 1)a²/2 = (Λ − 1)a(1 + αa c_W),
m = ∫Γ/(Γ₀ε) = L + α(Λ − 1)a = L(1 + αa c_CO),
ξ = w/m = c_CO a[1 + αa(c_W − c_CO)].

Since da/dx = −La, |dξ/dx| = La dξ/da = La c_CO[1 + 2αa(c_W − c_CO)], and La c_CO = (Λ − 1)a. Therefore

Γ̄/Γ₀ = (1 + αa c_W)[1 − 2αa(c_W − c_CO)] = 1 + αa(2c_CO − c_W) = 1 + (2 − A)αω,

using a = ω/c_CO in the small term and c_W/c_CO = A. Dividing by 1 + αω,

Γ̄(ω)/Γ(ω) = 1 − (A − 1)αω + O(α²ω²).

The value at zero is restored, and the slope is reduced by the factor 2 − A. The weight below ω is Γ₀[ω + (2 − A)αω²/2]; for α = 0.5/D and ω = 10⁻³ D the computed coefficient is 0.8448, and 2 − 1.1552 = 0.8448. Wilson's scheme has at zeroth order in αa the flat result Γ₀/A, and the computed weight per ω is 0.86578 against 1/A = 0.86562.

For a pseudogap bath Γ = |ε|^r with r > 0 the cure is incomplete on the whole range swept by the levels n ≥ 1, down to ω → 0. Now w = a^(1+r)(Λ^(1+r) − 1)/(1 + r) and m = a^r(Λ^r − 1)/r, so ξ = c_r a with

c_r = r(Λ^(1+r) − 1)/[(1 + r)(Λ^r − 1)].

Again |dξ/dx| = Lξ, so Γ̄ = w/(Lξ) = m/L, to be compared with ξ^r = c_r^r a^r:

Γ̄/Γ = B_r = (Λ^r − 1)/(r L c_r^r).

As r → 0, (Λ^r − 1)/(rL) → 1 and c_r^r → 1, so B_r → 1. For r = 1, c₁ = (Λ + 1)/2 and B₁ = (Λ − 1)/(Lc_W) = 1/A. For Λ = 4 and r = 1/2, c = (1/3)(8 − 1)/(2 − 1) = 2.33333 and B = 1/(0.5 × 1.386294 × √2.33333) = 0.94447; binning gives 0.9445, and 0.8657 for r = 1 against 0.86562. The exponent is kept and the prefactor is low for every r > 0. With M_s the average of ε^s over [a, Λa] in the normalized measure dε/(Lε), w/L = M_(r+1) and m/L = M_r, so B_r = M_r^(1+r)/M_(r+1)^r. Jensen's inequality for the strictly convex function y^((r+1)/r), applied to y = ε^r, gives M_(r+1) > M_r^((r+1)/r), hence B_r < 1.

Q: Show me an observable in which this matters.

A: Take a single non-interacting level ε_d (one spin direction) at T = 0 on the flat band. Eliminating the bath rows as in the block argument above gives G(ζ) = 1/[ζ − ε_d − Δ(ζ)]. With spectral density ρ, Re G(iω) = −∫dε ρ(ε) ε/(ω² + ε²), and ∫₀^∞dω ε/(ω² + ε²) = (π/2)sgn ε. The weight of ρ above zero is 1 − n_d and below zero n_d, so (1/π)∫₀^∞Re G dω = −[(1 − n_d) − n_d]/2, or

n_d = 1/2 + (1/π)∫₀^∞ Re G(iω) dω.

For Γ, ε_d ≪ D set Δ(iω) = −iΓ. Then Re G = −ε_d/[ε_d² + (ω + Γ)²], whose integral is −[π/2 − arctan(Γ/ε_d)] = −arctan(ε_d/Γ) for ε_d > 0, so n_d = 1/2 − arctan(ε_d/Γ)/π.

Choose Λ = 4, Γ = ε_d = 10⁻⁴ D and N_z = 4. The formula gives 1/2 − (π/4)/π = 0.25, and the integral with the finite-band Δ gives 0.24998. Wilson's bath should act with Γ/A = 10⁻⁴/1.155245 = 8.65617 × 10⁻⁵ D, so that ε_d/(Γ/A) = 1.1552, arctan 1.1552 = 0.8573 and n_d = 0.5 − 0.8573/π = 0.2271; the finite-band integral gives 0.22710. Diagonalizing the impurity with 20 levels of each sign, summing the impurity weight of the negative eigenstates and averaging over the four z gives 0.22710 for Wilson energies and 0.24999 for Campo-Oliveira energies. Wilson's error is −0.02288, or −9.2 % of the continuum n_d, and the Campo-Oliveira value differs from the continuum by 3.0 × 10⁻⁶. Feeding Wilson's scheme the input AΓ = 1.15525 × 10⁻⁴ D also gives 0.24999, since its low-energy hybridization is then AΓ/A. The band-edge structure enters Δ(iω) as O(Γω/D), which at ω ~ Γ is a fraction Γ/D of Γ, so these equalities hold up to O(Γ/D) and loosen when Γ or ε_d approaches D. A remainder of second order in the ripple of Δ_z also survives the average over z and does not vanish with Γ/D; for Λ = 4 and Γ = ε_d it is only about 4 × 10⁻⁷ in n_d, but it grows with Λ. The numerical check asserts the equalities between the n_d values to 10⁻⁴, and it tests the other formulas of this exchange against binned levels and explicit sums.

Q: You averaged n_d, not Δ. And a real calculation has an interaction and a chain. Does the argument carry over?

A: The bath is non-interacting, so for any impurity interaction it enters impurity quantities only through Δ_z, and the mapping of the levels onto a Wilson chain is a unitary change of bath basis that leaves Δ_z unchanged. The statements on Δ_z therefore hold with interaction; the truncation of states in the iterative diagonalization is a separate error not treated here. Averaging an observable O[Δ_z] is not the same as evaluating O at the mean Δ̄. Write Δ_z = Δ̄ + δ_z, where δ_z has zero mean over z. If O is a smooth functional of Δ(iω), the term linear in δ_z averages to zero and the two procedures differ at second order in δ_z, which is the small ripple plus the O(Γω/D) edge term. The argument does not cover an unbroadened real-frequency spectrum, where δ_z is not small, nor a point where O is singular, such as an impurity quantum phase transition.

In the example the averaging was hardly needed. The spread of n_d over the four z is 1.4 × 10⁻⁶ for Campo-Oliveira energies and 4.2 × 10⁻⁶ for Wilson's, far below the relative ripple 3.2 × 10⁻³ of Δ. This is an observation for this example; its origin is not analysed here.

Calculated quantities

```
table: Lambda, A, wstar [D], 2 sech(pi^2/L)
   1.5  1.01366  0.82210  1.073e-10
   2.0  1.03972  0.72135  2.619e-06
   3.0  1.09861  0.60683  5.018e-04
   4.0  1.15525  0.54101  3.237e-03
  10.0  1.40714  0.39087  5.501e-02
Lambda = 4, L = 1.386294, number of z for binning = 8000
c_W = 2.500000, c_CO = 2.164043 (units of lower edge a)
A = 1.155245, 1/A = 0.865617, 1+L^2/12 = 1.160151
thresholds: Wilson 0.62500 D, CO wstar 0.54101 D
binned weight/omega at 0.043 D: Wilson 0.8656, CO 1.0000
Schur complement, |p| <= 1: 2.31594 a
Schur complement, |p| <= 50: 2.16895 a
Schur complement, |p| <= 400: 2.16466 a
-Im Delta(iw)/Gamma, W, N_z=1: mean 0.865617, half-range 2.80e-03
-Im Delta(iw)/Gamma, W, N_z=2: mean 0.865617, half-range 2.26e-06
-Im Delta(iw)/Gamma, C, N_z=1: mean 1.000000, half-range 3.23e-03
-Im Delta(iw)/Gamma, C, N_z=2: mean 1.000000, half-range 2.61e-06
relative amplitudes k=1, k=2: 3.237e-03, 2.619e-06
mean ratio in [0.55,0.65] D: Wilson 1.604, CO 2.006, ZP 1.000
mean ratio in [0.70,0.80] D: Wilson 1.482, CO 0.978, ZP 1.000
mean ratio in [0.88,0.98] D: Wilson 0.243, CO 0.220, ZP 1.000
CO ratio just above wstar = 2.5772
power law r = 0.5: c_r = 2.33333, B_r = 0.94447, binned 0.9445
power law r = 1.0: c_r = 2.50000, B_r = 0.86562, binned 0.8657
linear bath alpha = 0.5/D, omega = 0.001 D: Wilson weight/omega = 0.86578
  CO quadratic coefficient 0.8448, 2 - A = 0.8448
Gamma = 1.0e-04 D, eps_d = 1.0e-04 D, N_z = 4, intervals per sign = 20
Gamma/A = 8.65617e-05 D, A*Gamma = 1.15525e-04 D
n_d continuum: with Gamma 0.24998, with Gamma/A 0.22710
n_d Wilson = 0.22710, spread over z 4.2e-06
n_d CO = 0.24999, spread over z 1.4e-06
n_d Wilson with input A*Gamma = 0.24999, spread over z 4.3e-06
Wilson error in n_d = -0.02288 (-9.2 %), CO error = 3.0e-06
```
